# Pseudo partial waves from a tuned cutoff potential: existence, uniqueness and nodes

In the projector augmented-wave method each all-electron partial wave $\phi$ is paired with a smooth pseudo partial wave $\tilde\phi$ that agrees with it outside a radius $r_c$. One construction obtains $\tilde\phi$ from a radial equation with a smooth potential $\tilde v(r)$ plus an adjustable term $c\,k(r)$, at the energy of the all-electron wave. This problem asks whether a suitable strength $c$ exists, how many there are, and which one to take.

**Setting.** Rydberg atomic units are used, with $\hbar^2/2m=1$, lengths in bohr and energies in Ry. The atom is spherical and nonrelativistic. With $\phi=u(r)/r$ times a spherical harmonic, the all-electron wave obeys

$$-u''+\left[\frac{l(l+1)}{r^2}+v(r)-\varepsilon\right]u=0,\qquad u\propto r^{l+1}\ \text{at}\ r\to0 .$$

The energy $\varepsilon$ is real and need not belong to a bound state. The pseudo wave $\tilde\phi=\tilde u/r$ obeys

$$\tilde u''=q\,\tilde u,\qquad q=U+c\,k,\qquad U=\frac{l(l+1)}{r^2}+\tilde v-\varepsilon, \tag{1}$$

with the normalization $\tilde u/r^{l+1}\to1$ at the origin for every $c$. The assumptions are:

- $\tilde v$ is continuous, hence bounded, on $0\le r\le r_c$, and $\tilde v=v$ for $r\ge r_c$, so it joins $v$ without a jump;
- $k$ is continuous, positive for $0\le r<r_c$, and zero for $r\ge r_c$.

Define $D(c)=\tilde u'(r_c;c)/\tilde u(r_c;c)$. Primes denote $d/dr$.

## (a) What must be matched?

*Show that one condition at $r_c$ makes the two waves agree everywhere outside, after rescaling.*

**Solution.** Suppose first that $u(r_c)\neq0$, and choose $c$ such that

$$D(c)=D_{\rm AE}\equiv\frac{u'(r_c)}{u(r_c)} . \tag{2}$$

Multiply $\tilde u$ by $u(r_c)/\tilde u(r_c)$. The values at $r_c$ now agree and, by (2), so do the slopes. For $r\ge r_c$ we have $k=0$ and $\tilde v=v$, so both functions solve the same second-order equation with the same initial data. They therefore coincide for all $r\ge r_c$. Conversely, coincidence outside requires (2).

The logarithmic derivative of the full radial function is $\phi'/\phi=u'/u-1/r$. The term $-1/r_c$ is common to both waves, so matching $\phi'/\phi$ is the same condition. Since $k(r_c)=0$ and $\tilde v(r_c)=v(r_c)$, equation (1) makes the second derivative continuous too.

If $k$ had a tail beyond $r_c$, the outer equations would differ by $c\,k$ and the agreement outside would be only approximate.

If $u(r_c)=0$, the condition is $\tilde u(r_c)=0$, and the slopes are equalized by the rescaling. This case belongs to the poles of $D$.

## (b) How does $D$ respond to $c$?

*Find $dD/dc$ where $\tilde u(r_c)\ne0$.*

**Solution.** Let $g=\partial\tilde u/\partial c$. Differentiating (1) with respect to $c$ gives

$$g''=q\,g+k\,\tilde u .$$

Multiply this by $\tilde u$, multiply (1) by $g$, and subtract. The terms in $q$ cancel:

$$\tilde u\,g''-g\,\tilde u''=(\tilde u\,g'-\tilde u'g)'=k\,\tilde u^2 . \tag{3}$$

At the origin the leading term $r^{l+1}$ of $\tilde u$ does not depend on $c$, so $g$ starts at a higher power. Inserting $g\approx\alpha r^{l+3}$ gives $\alpha[(l+3)(l+2)-l(l+1)]=k(0)$, so $\alpha=k(0)/(4l+6)$. Both $\tilde u g'$ and $\tilde u'g$ are then of order $r^{2l+3}$ and vanish at $r=0$. Integrating (3) up to any radius $\rho$,

$$\left(\tilde u\,g'-\tilde u'g\right)_{\rho}=\int_0^{\rho}k\,\tilde u^2\,dr . \tag{4}$$

The quotient rule gives $dD/dc=(g'\tilde u-\tilde u'g)/\tilde u^2$ at $r_c$, so with $\rho=r_c$

$$\boxed{\frac{dD}{dc}=\frac{1}{\tilde u(r_c)^2}\int_0^{r_c}k\,\tilde u^2\,dr>0 .} \tag{5}$$

The sign follows from $k>0$. A more repulsive interior raises the ratio $\tilde u'/\tilde u$ at $r_c$. For a wave scaled to a fixed positive value there, a falling wave falls less steeply and a rising wave rises more steeply. In Hartree units, where the kinetic operator is $-\tfrac12\nabla^2$, the right side of (5) acquires a factor 2.

## (c) What happens for very strong repulsion?

*Show that for large $c$ the wave has no node in $(0,r_c]$, and find the limit of $D$ as $c\to\infty$.*

**Solution.** The difficulty is that $k$ vanishes at $r_c$, so the repulsion is weak just where $D$ is evaluated. Split the interval at $r_c-\delta$.

Since $\tilde v$ is bounded, $U\ge-M$ for some $M>0$. Take $\delta$ with $\sqrt M\,\delta<\pi/2$. On $[0,r_c-\delta]$ the continuous positive function $k$ has a minimum $k_\delta>0$. For large $c$, therefore, $q\ge K^2$ there, with $K^2=c\,k_\delta-M>0$.

*Inner part.* Compare $\tilde u$ with $s=\sinh Kr$, for which $s''=K^2s$:

$$(\tilde u's-\tilde us')'=(q-K^2)\,\tilde u\,s\ge0$$

as long as $\tilde u>0$. The bracket vanishes at $r=0$, so

$$\frac{\tilde u'}{\tilde u}\ge\frac{s'}{s}=K\coth Kr\ge K .$$

Hence $\tilde u$ grows and cannot reach zero in this part.

*Outer part.* Let $t=r-(r_c-\delta)$. Here $q\ge-M$, and the comparison function is

$$w=\cos\sqrt M\,t+\frac{K}{\sqrt M}\sin\sqrt M\,t,\qquad w''=-Mw .$$

It is positive for $0\le t\le\delta$, with $w'/w=K$ at $t=0$. Now $(\tilde u'w-\tilde uw')'=(q+M)\tilde uw\ge0$, and the bracket is nonnegative at $t=0$. Thus $\tilde u'/\tilde u\ge w'/w$, which again excludes a zero of $\tilde u$. At $r_c$,

$$D(c)\ge\frac{w'(\delta)}{w(\delta)}\ \xrightarrow{K\to\infty}\ \sqrt M\cot(\sqrt M\,\delta).$$

As $\delta\to0$ this bound behaves as $1/\delta$. Since $\delta$ can be chosen as small as we like, $D(c)\to+\infty$, and the wave is nodeless for all sufficiently large $c$.

## (d) Where are the poles, and how many nodes lie between them?

*Describe the poles of $D$, the behavior on either side of each, and the number of nodes of $\tilde u$ in $(0,r_c)$.*

**Solution.** A pole occurs when $\tilde u(r_c;c)=0$. A nonzero solution of (1) cannot have $\tilde u=\tilde u'=0$ at one point, so $\tilde u'(r_c)\ne0$ there. Equation (4) then reads

$$-\tilde u'(r_c)\,g(r_c)=I,\qquad I=\int_0^{r_c}k\,\tilde u^2dr>0. \tag{6}$$

Hence $g(r_c)\ne0$, and $\tilde u(r_c;c)$ has a simple zero in $c$. Near such a value $c_n$, $\tilde u(r_c)\approx g(r_c)(c-c_n)$ with $g=-I/\tilde u'$, so

$$D(c)\approx-\frac{\tilde u'(r_c)^2}{I}\,\frac{1}{c-c_n}. \tag{7}$$

Thus $D\to+\infty$ as $c$ approaches the pole from below and $D\to-\infty$ as it approaches from above.

*Motion of the nodes.* Let $\rho(c)$ be a zero of $\tilde u$ in $(0,r_c]$. Differentiating $\tilde u(\rho(c);c)=0$ gives $\tilde u'\,d\rho/dc+g=0$. With (4) at $\rho$, where $g=-\int_0^\rho k\tilde u^2dr/\tilde u'$,

$$\frac{d\rho}{dc}=\frac{1}{\tilde u'(\rho)^2}\int_0^\rho k\,\tilde u^2dr>0 .$$

Every node moves inward as $c$ falls. Nodes cannot merge, because they are simple. Nor can they reach the origin at finite $c$: for $c$ in a bounded range, $q\ge-M'$ with a common $M'>0$, and comparison with $\sin\sqrt{M'}r$, done as in (c), keeps $\tilde u$ positive for $r<\pi/\sqrt{M'}$. The number of nodes in $(0,r_c)$ therefore changes only when one crosses $r_c$, that is, at a pole, and one node enters at each pole as $c$ falls.

*Infinitely many poles.* On a fixed interval $[r_1,r_2]$ inside $(0,r_c)$, $k$ has a positive minimum. For $c\to-\infty$ we can have $q<-\kappa^2$ there with $\kappa$ as large as we wish. Let $s=\sin\kappa(r-r_1)$ have neighboring zeros $\alpha<\beta$ in this interval, with $s>0$ between them (otherwise reverse its sign). If $\tilde u$ had no zero in $(\alpha,\beta)$, say $\tilde u>0$, then

$$(s'\tilde u-s\tilde u')'=(-\kappa^2-q)\,s\,\tilde u>0 .$$

The integral of the left side is $s'(\beta)\tilde u(\beta)-s'(\alpha)\tilde u(\alpha)\le0$, because $s'(\beta)<0<s'(\alpha)$. This is a contradiction, so $\tilde u$ has a zero between every two neighboring zeros of $s$. The number of nodes grows without limit as $\kappa$ grows.

By (c) there are no nodes and no poles at large $c$. Simple zeros of the continuous function $\tilde u(r_c;c)$ cannot accumulate at a finite $c$. The poles therefore form an infinite descending sequence

$$c_0>c_1>c_2>\dots\to-\infty .$$

Call $c>c_0$ branch 0, and $c_n<c<c_{n-1}$ branch $n$ for $n\ge1$. On branch $n$ the wave has $n$ nodes in $(0,r_c)$.

Equivalently, the poles are the values $c=-\mu$ for which $-\tilde u''+U\tilde u=\mu k\tilde u$ has a regular solution vanishing at $r_c$. This is a generalized eigenvalue problem and gives the poles without a search.

## (e) How many strengths match, and which one should be used?

**Solution.** On each branch $D$ is continuous and strictly increasing by (5). It starts at $-\infty$ by (7). It ends at $+\infty$, by (7) for $n\ge1$ and by (c) for $n=0$. Every finite $D_{\rm AE}$ is therefore matched once, and only once, on each branch. The nodeless match is the unique one with $c>c_0$.

If $u(r_c)=0$, the matching strengths are the poles themselves, and $c_0$ gives the wave without a node inside $r_c$.

For a bound all-electron state, the matched $\tilde u$ continues into the decaying tail of $u$. It is thus a bound eigenfunction, at the same $\varepsilon$, of the potential $\tilde v+ck$. If $u$ has no node outside $r_c$, the function has $n$ nodes in total, and by the node theorem for radial equations $\varepsilon$ is level $n+1$ of that angular momentum. A match with $n\ge1$ therefore leaves $n$ lower levels in the auxiliary potential, whereas the nodeless match makes $\varepsilon$ the lowest.

Nothing here fixes the norm inside $r_c$. One parameter has been spent on one condition, the logarithmic derivative.

## (f) What if $k$ ends before $r_c$?

*Let $k=0$ already for $r\ge r_1$, with $r_1<r_c$. Does a nodeless match still always exist?*

**Solution.** Let $s$ solve $s''=Us$ on $[r_1,r_c]$ with $s(r_1)=0$, $s'(r_1)=1$, and suppose $s>0$ on $(r_1,r_c]$. In this interval $\tilde u$ obeys the same equation, so $\tilde u's-\tilde us'$ is constant. At $r_1$ it equals $-\tilde u(r_1)$. Dividing its value at $r_c$ by $\tilde u(r_c)s(r_c)$,

$$D(c)=\frac{s'(r_c)}{s(r_c)}-\frac{\tilde u(r_1)}{\tilde u(r_c)\,s(r_c)} . \tag{8}$$

If $\tilde u$ has no node in $(0,r_c]$, the last fraction is positive, and $D$ stays below $s'(r_c)/s(r_c)$. Even a hard wall at $r_1$ cannot make the wave steeper at $r_c$. An all-electron logarithmic derivative at or above this bound has no nodeless match. Formula (5) still holds; what is lost is the full range of $D$. This is why $k$ was required to be positive right up to $r_c$.

## (g) Calcium 4s and 3p

*Apply the construction to the Ca atom in exchange-only LDA, with $r_c=3$ bohr, $k=(1-r^2/r_c^2)^3$ inside $r_c$, and $\tilde v=a+br^2$ joined to $v$ in value and slope. Explain the signs of the nodeless strengths.*

**Solution.** The self-consistent potential has $v(r_c)=-0.6797$ Ry and $v'(r_c)=0.4596$ Ry/bohr. From $2br_c=v'(r_c)$ and $a+br_c^2=v(r_c)$,

$$b=\frac{0.4596}{6}=0.0766\ \text{Ry/bohr}^2,\qquad a=-0.6797-\frac{0.4596\times3}{2}=-1.369\ \text{Ry}.$$

**The 4s wave.** Here $\varepsilon=-0.2227$ Ry. The all-electron wave has three nodes inside $r_c$, and $D_{\rm AE}=0.1497$ bohr$^{-1}$. The first three branches give:

| Branch | Pole $c_n$ (Ry) | Matched $c$ (Ry) | $dD/dc$ (bohr$^{-1}$ Ry$^{-1}$) |
|---|---:|---:|---:|
| 0 | −0.303 | 4.372 | 0.0825 |
| 1 | −8.527 | −4.278 | 0.2380 |
| 2 | −23.192 | −17.380 | 0.1783 |

The value $c=0$ lies just above $c_0$, on branch 0. At $c=1.278$ Ry the computed $D$ is still $-0.450$ bohr$^{-1}$, below the target, while at $c=49.70$ Ry it is $0.864$ bohr$^{-1}$, above it. Since $D$ increases, the nodeless match lies between these two strengths and is repulsive: $c=4.372$ Ry, or 59.49 eV.

When the matched potentials are diagonalized over all space, $-0.2227$ Ry appears as level 1, 2 and 3 for branches 0, 1 and 2, as (e) requires.

**The 3p wave.** Here $\varepsilon=-1.9628$ Ry and $D_{\rm AE}=-1.262$ bohr$^{-1}$. The sign of $c$ follows before any search. At the origin $\tilde v-\varepsilon=-1.369+1.963=0.594$ Ry, and $\tilde v$ rises with $r$ because $b>0$. At $c=0$, therefore, $q>0$ throughout the sphere. The wave starts upward and curves upward, so it has no node and $D(0)>0$. Thus $c=0$ is on branch 0 with $D$ above the negative target, and monotonicity demands $c<0$. The computed match is $c=-7.380$ Ry, or $-100.4$ eV. The smooth potential alone is too shallow to hold a state at this energy, and the added term supplies the attraction.

This match lies only 0.187 Ry above its pole $c_0=-7.567$ Ry, and its slope is 13.06 bohr$^{-1}$ Ry$^{-1}$. To first order an error $\Delta D$ in the target shifts the strength by $\Delta c=\Delta D/(dD/dc)$. For $\Delta D=0.01$ bohr$^{-1}$ this gives

$$\Delta c_{4s}\approx\frac{0.01}{0.0825}=0.12\ \text{Ry},\qquad \Delta c_{3p}\approx\frac{0.01}{13.06}=0.0008\ \text{Ry}.$$

The 3p strength is thus tightly fixed by the target, but $D$ varies on the scale of the 0.187 Ry distance to the pole, so a finite-difference derivative needs steps small compared with that distance: a four-point formula with a step of 0.01 Ry misses the slope (5) by $3.3\times10^{-5}$ of its value.

**Norms.** For normalized all-electron waves, the norms inside $r_c$ are 0.2463 for 4s and 0.9919 for 3p. The nodeless pseudo waves, scaled to agree outside, have 0.2461 and 0.5827. The near equality for 4s was not imposed, and 3p shows that it is not a property of the construction. The 3p deficit is $0.99194-0.58265=0.4093$; in PAW such differences enter the one-center overlap correction.

**Large $c$.** For 4s, $D$ is 1.071, 1.913 and 3.168 bohr$^{-1}$ at $c=10^2$, $10^3$ and $10^4$ Ry. The growth is slow because $k$ vanishes as a cube at $r_c$. With $x=r_c-r$ small, $k\approx(2x/r_c)^3$. Setting $x=c^{-1/5}\tau$ turns (1) into

$$\frac{d^2\tilde u}{d\tau^2}\approx\left[\left(\frac{2}{r_c}\right)^3\tau^3+c^{-2/5}U\right]\tilde u .$$

The $U$ term drops out for large $c$, so the length scale shrinks as $c^{-1/5}$ and $D$ grows as $c^{1/5}$ to leading order. A tenfold increase of $c$ should then multiply $D$ by $10^{1/5}=1.58$. The computed factors, 1.79 and 1.66, decrease toward this value.

**A cutoff that ends early.** Replace $k$ by a step of height one ending at $r_1=1.8$ bohr. For 4s the bound from (8) is $s'(r_c)/s(r_c)=0.5821$ bohr$^{-1}$. The computed $D$ is 0.5626 bohr$^{-1}$ at $c=2500$ Ry and 0.5723 bohr$^{-1}$ at $c=10000$ Ry, still below the bound. The 4s target 0.1497 bohr$^{-1}$ lies under it, but a wave with a logarithmic derivative of, say, 0.7 bohr$^{-1}$ at the same energy and angular momentum would have no nodeless match with this step.

The numerical check compares the slope (5) with finite differences of $D$, and the poles with the zeros of independently integrated waves. It also tests the monotonic rise and the node count at sampled strengths on three branches of each channel.

## Values computed for the example and the checks

```
Ca atom, exchange-only LDA, Z = 20
total energy -1348.3202 Ry, kinetic energy 1348.3202 Ry
matching radius rc = 3.0 bohr
v(rc) = -0.67965 Ry, v'(rc) = 0.45962 Ry/bohr
smooth potential a = -1.36909 Ry, b = 0.07660 Ry/bohr^2
--- 4s: energy -0.22272 Ry, inner all-electron nodes 3
4s all-electron u'/u at rc = 0.14966 1/bohr
4s branch 0: pole c_0 = -0.30291 Ry, matched c = 4.37207 Ry
  dD/dc: integral 0.082491, differences 0.082491 1/(bohr Ry)
  level 1 of matched potential = -0.22272 Ry
  nodeless c = 59.4851 eV
  norm inside rc: all-electron 0.24632, pseudo 0.24606
  D(-0.2529 Ry) = -23.3450 1/bohr
  D(1.2782 Ry) = -0.4501 1/bohr
  D(49.6971 Ry) = 0.8640 1/bohr
4s branch 1: pole c_1 = -8.52682 Ry, matched c = -4.27838 Ry
  dD/dc: integral 0.237989, differences 0.237989 1/(bohr Ry)
  level 2 of matched potential = -0.22272 Ry
  D(-8.1156 Ry) = -5.7223 1/bohr
  D(-4.4149 Ry) = 0.1169 1/bohr
  D(-0.7141 Ry) = 3.0621 1/bohr
4s branch 2: pole c_2 = -23.19165 Ry, matched c = -17.38001 Ry
  dD/dc: integral 0.178300, differences 0.178300 1/(bohr Ry)
  level 3 of matched potential = -0.22272 Ry
  D(-22.4584 Ry) = -5.1249 1/bohr
  D(-15.8592 Ry) = 0.3912 1/bohr
  D(-9.2601 Ry) = 3.9521 1/bohr
--- 3p: energy -1.96278 Ry, inner all-electron nodes 1
3p all-electron u'/u at rc = -1.26224 1/bohr
3p branch 0: pole c_0 = -7.56705 Ry, matched c = -7.38000 Ry
  dD/dc: integral 13.062802, differences 13.062794 1/(bohr Ry)
  level 1 of matched potential = -1.96278 Ry
  nodeless c = -100.4101 eV
  norm inside rc: all-electron 0.99194, pseudo 0.58265
  distance to pole 0.18704 Ry; relative slope error
  with step 0.01 Ry: 3.3e-05, pole estimate 3.3e-05
3p branch 1: pole c_1 = -19.75156 Ry, matched c = -19.19384 Ry
  dD/dc: integral 4.456321, differences 4.456318 1/(bohr Ry)
  level 2 of matched potential = -1.96278 Ry
3p branch 2: pole c_2 = -38.11317 Ry, matched c = -37.06876 Ry
  dD/dc: integral 2.436589, differences 2.436587 1/(bohr Ry)
  level 3 of matched potential = -1.96278 Ry
4s, large c: D(100 Ry) = 1.0713 1/bohr
4s, large c: D(1000 Ry) = 1.9128 1/bohr
4s, large c: D(10000 Ry) = 3.1677 1/bohr
step k ending at 1.8 bohr: D(2500 Ry) = 0.5626 1/bohr
step k: D(10000 Ry) = 0.5723, bound 0.5821 1/bohr
```
